# Ballistic current from tabulated band turning points without differentiating energies

## Definitions and conventions

A uniform one-dimensional channel has a periodic band \(E(k)\) with lattice period \(a\). The input is a table \(E_j=E(k_j)\) of \(N\) energies, ordered in \(k\) over one full Brillouin zone. The reduced wave number is \(\theta=ka\), and the table spacing in \(\theta\) is \(h=2\pi/N\).

The algebra uses atomic units, \(\hbar=e=m_e=1\), so Planck's constant is \(2\pi\). Carrier energy increases upward for electrons and holes alike, and the current is given as a magnitude. The degeneracy is \(g\), the thermal energy is \(\tau=k_BT\), and the contacts have chemical potentials \(\mu_S\ge\mu_D\) with Fermi functions

\[
f_c(E)=\frac{1}{1+e^{(E-\mu_c)/\tau}},\qquad c=S,D .
\]

The group velocity is \(v=dE/dk\). Carriers do not scatter, and reflectionless contacts fill states with \(v>0\) from the source and states with \(v<0\) from the drain. This filling rule belongs to a channel of constant potential; a channel with a spread-out drain drop needs the modified sum derived below.

A rising segment \(s\) is an interval of \(k\) on which \(E\) increases from a local minimum \(m_s\) to the next local maximum \(M_s\).

## The endpoint formula

A normalized state in a channel of length \(\ell\) carries current \(v/\ell\), and \(g\ell\,dk/(2\pi)\) states lie in \(dk\). The length cancels:

\[
I=\frac{g}{2\pi}\left[\int_{v>0}v f_S\,dk+\int_{v<0}v f_D\,dk\right].
\]

On a monotonic segment \(E\) can replace \(k\) as the integration variable, with \(v\,dk=dE\). The velocity then disappears from the integral. A primitive of the Fermi function follows from

\[
\Lambda_c(E)=\tau\ln\!\left[1+e^{(\mu_c-E)/\tau}\right],
\]
\[
\frac{d\Lambda_c}{dE}
=\tau\left(-\frac1\tau\right)
\frac{e^{(\mu_c-E)/\tau}}{1+e^{(\mu_c-E)/\tau}}
=-f_c(E).
\]

Each rising segment therefore contributes

\[
\int_{m_s}^{M_s}f_S\,dE=\Lambda_S(m_s)-\Lambda_S(M_s).
\]

The falling segment that follows runs from \(M_s\) to \(m_{s+1}\) and contributes

\[
\int_{M_s}^{m_{s+1}}f_D\,dE=\Lambda_D(M_s)-\Lambda_D(m_{s+1}).
\]

The zone is periodic, so summing over all \(m_{s+1}\) is the same as summing over all \(m_s\). The drain total is \(-\sum_s[\Lambda_D(m_s)-\Lambda_D(M_s)]\). With

\[
W(E)=\Lambda_S(E)-\Lambda_D(E),
\]

the two contributions combine into

\[
\boxed{I=\frac{g}{2\pi}\sum_s\left[W(m_s)-W(M_s)\right].}
\]

The argument used periodicity but not \(E(k)=E(-k)\). When \(\mu_S=\mu_D\), \(W\) vanishes and so does the current.

If \(E(k)=E(-k)\) does hold, a table from \(k=0\) to \(k=\pi/a\), both ends included, is enough. A falling segment in that half is the mirror image of a rising segment in the other half, so both kinds count:

\[
I=\frac{g}{2\pi}\sum_{\text{half-zone segments}}|\Delta W|.
\]

Counting the rising segments of the half zone alone would lose the mirrored ones.

Two limits expose the meaning of the sum. As \(T\to0\), \(\Lambda_c(E)\to\max(\mu_c-E,0)\). Each segment then contributes the length of the overlap between \([m_s,M_s]\) and \([\mu_D,\mu_S]\). For a small bias \(V=\mu_S-\mu_D\), the relation \(\partial\Lambda/\partial\mu=f\) gives \(W\simeq Vf\), hence

\[
I\simeq\frac{gV}{2\pi}\sum_s[f(m_s)-f(M_s)].
\]

A segment whose bottom is full and whose top is empty supplies one conductance unit \(g/(2\pi)\), whatever its shape or mass.

## Algorithm, cost and arithmetic

The scan starts at the lowest entry and goes once round the zone. A turning point is accepted after the energy has reversed by more than a prominence \(p\). Noise-free data use \(p=0\). The number \(D\) is zero for a flat channel and equals the potential drop in the modified sum below.

```
start = index of lowest E
turning = [start]; c = start; direction = +1
for j = start+1, ..., start+N, taken modulo N:
    gain = direction * (E[j] - E[c])
    if gain > 0:
        c = j
    else if -gain > p:
        append c to turning
        c = j; direction = -direction
if turning has one entry: report a flat band, I = 0
total = 0
for each successive pair (minimum i, maximum q):
    top = max(E[q] - D, E[i])
    total = total + W(E[i]) - W(top)
I = g * total / (2*pi)
```

The pairs are complete whenever the band is wider than \(p\). In a rising state the candidate maximum ends more than \(p\) above the lowest entry, so the return to that entry triggers the last reversal. The scan thus ends while falling, and the final minimum is the starting one, already in the list. Equal neighbouring entries cause no reversal, so a repeated zone-boundary entry is harmless to the scan. It must be removed before the parabolic refinement described below, which assumes equally spaced neighbours.

The scan costs \(O(N)\) comparisons. With \(M\) rising segments there are \(2M\) turning energies and \(4M\) logarithms. Changing temperature or chemical potentials requires the logarithms again, but not the scan.

For \(x=(\mu-E)/\tau\), direct evaluation of \(e^x\) overflows when \(x\) is large. Factoring out the larger term gives the stable form

\[
\ln(1+e^x)=\max(x,0)+\ln(1+e^{-|x|}),
\]

with the last logarithm taken by a `log1p` routine. At extremely small bias, \(W\) is a small difference of nearly equal numbers; the linear formula above avoids that cancellation.

## Error of a finite table

Near an extremum \(E_*\), the nearest table entry lies at a distance \(uh\) with \(|u|\le1/2\). The first derivative vanishes there, so Taylor's theorem gives

\[
|E_j-E_*|\le\frac{h^2}{8}\max|E''|,
\]

where primes denote derivatives with respect to \(\theta\). The velocity is never needed, and the endpoint error is still second order.

The error has a definite sign. A sampled minimum is too high or correct, and a sampled maximum is too low or correct. Since

\[
\frac{dW}{dE}=-(f_S-f_D)\le0,
\]

shrinking an energy window cannot increase its contribution. A pair of extrema missed altogether also removes a nonnegative amount. A noise-free table therefore gives a lower bound on the flat-channel current, to within rounding.

The typical loss follows by averaging over the grid offset. To leading order an extremum is missed by \(|E''|u^2h^2/2\). For \(u\) uniform between \(-1/2\) and \(1/2\), \(\langle u^2\rangle=1/12\), so

\[
\langle I_{\rm true}-I_{\rm table}\rangle
\simeq\frac{g}{2\pi}\frac{h^2}{24}
\sum_{\rm extrema}(f_S-f_D)|E''|.
\]

A coarse smooth table can be improved by a parabola through the turning entry \(c\) and its neighbours \(l,r\). With \(x\) measured in grid steps,

\[
P(x)=c+\frac{r-l}{2}x+\frac{r-2c+l}{2}x^2 .
\]

Setting \(P'(x)=0\) gives \(x_*=-(r-l)/[2(r-2c+l)]\). Substitution produces \(-(r-l)^2/4\) from the linear term and \(+(r-l)^2/8\) from the quadratic one, each over \(r-2c+l\). The refined energy is

\[
E_{\rm ref}=c-\frac{(r-l)^2}{8(r-2c+l)} .
\]

This uses energy differences to interpolate an endpoint; it does not construct velocities along the band. The leading interpolation error is \(E'''h^3x(x^2-1)/6\), hence third order. The error in vertex position is \(O(h^2)\) and changes the energy only at \(O(h^4)\), because the slope vanishes there. The refined error can have either sign, so the lower bound is lost.

## Worked band

The example is

\[
E(\theta)=2t_1\cos\theta+2t_2\cos2\theta,
\]

with \(t_1=-0.20\) eV, \(t_2=0.08\) eV, \(a=5.4\) angstrom and \(g=2\). Differentiation of this analytic band, used here to obtain a reference, gives

\[
E'=-2\sin\theta\,(t_1+4t_2\cos\theta).
\]

The extrema lie at \(\theta=0\), at \(\theta=\pi\), and where \(\cos\theta_0=-t_1/(4t_2)=0.625\), that is \(\theta_0=0.8957\). The energies are \(-0.285\) eV at the two minima \(\pm\theta_0\), \(-0.240\) eV at the central maximum and \(0.560\) eV at the zone edge. There are two rising segments: an inner one from \(-\theta_0\) to \(0\), and an outer one from \(\theta_0\) to \(\pi\).

At 300 K, \(\tau=0.02585\) eV. The source level is \(-0.255\) eV, and a bias of 0.40 V puts the drain level at \(-0.655\) eV. At a minimum,

\[
W(-0.285)\simeq0.02585\ln(1+e^{0.030/0.02585})
=0.03705\ {\rm eV},
\]

the drain term being negligible. At the central maximum \(W=0.01149\) eV, and at the zone edge it is practically zero. The sum is

\[
(0.03705-0.01149)+(0.03705-0)=0.0626\ {\rm eV}.
\]

For \(g=2\), one eV of endpoint sum corresponds to 77.48 uA. The flat-channel current is therefore 4.850 uA, and direct integration of velocity times occupation gives the same value to the printed digits. A single window from the global minimum to the global maximum gives 2.870 uA: it omits the inner segment.

A 60-entry table puts both minima at \(-0.284557\) eV and gives 4.798 uA, which is 1.1% below the reference. Parabolic refinement moves the minima to \(-0.285062\) eV, slightly too low, and gives 4.858 uA, 0.15% above it.

Averaged over 50 grid offsets, the unrefined loss is 0.0240 uA for 60 entries and 0.0060 uA for 120, the factor of four expected from \(h^2\). The formula predicts 0.0060 uA for 120 entries. The root-mean-square error of the refined minima falls from \(4.4\times10^{-5}\) to \(5.5\times10^{-6}\) eV, a factor of eight, as expected from \(h^3\).

## Comparison with differentiated energies

The alternative is to form central-difference velocities and sum \(vf\) over the table. With 60 entries at 300 K, its root-mean-square error over the same offsets is 0.033 uA, against 0.028 uA for unrefined endpoints. At this temperature unrefined endpoints have little advantage in accuracy, whereas parabolic refinement lowers the endpoint error to about 0.002 uA.

At 10 K, with the same levels and table size, the errors of central differences and unrefined endpoints are 0.263 and 0.036 uA. The reason is the Fermi edge. When \(\tau\) is much smaller than \(|E'|h\), the summand drops from a finite value to nearly zero within one grid step. Moving the grid across this edge changes the sum by an amount of order \(|E'|h\), a first-order error. This holds only while the step stays unresolved: at 10 K the error is 0.119 uA for 120 entries and already 0.019 uA for 240. The logarithmic primitive integrates the edge analytically and leaves the second-order endpoint error.

## Noise and band-label failures

Independent noise of standard deviation \(\sigma\) creates false reversals near an extremum, where the true change per step is small. That change is about \(|E''||\theta-\theta_*|h\). It falls below \(\sigma\) over a range of order \(\sigma/(|E''|h)\), which contains of order \(\sigma/(|E''|h^2)\) entries. Each adds a false rise of order \(\sigma\), so the excess energy scales as

\[
\frac{\sigma^2}{|E''|h^2}\propto N^2 .
\]

At fixed noise, a denser table is worse. The \(N^2\) growth holds while the false reversals stay near the extrema; once they spread over the whole occupied range, the growth becomes proportional to \(N\). With \(\sigma=0.2\) meV, one noisy sample of 500 entries overestimates the current by 2.0%, and one of 2000 entries by 38%. A prominence of 2 meV reduces these errors to 0.3% and 1.1%. It is well above the noise and well below the 45 meV depth of the central feature. If a real dip is no deeper than the noise swings, prominence cannot distinguish them. Some positive bias remains because the scan selects the lowest of several noisy entries as a minimum and the highest as a maximum. Parabolic refinement should not be applied to such data, since the noise enters its denominator.

Rounding energies to fewer digits is different. Rounding preserves order, so it may create plateaus but no false reversals.

Band labels also matter. Suppose a rising and a falling band truly cross at \(E_c\), but the table is sorted by energy. The lower sorted band acquires a maximum at \(E_c\) and the upper one a minimum there. If both bands are summed, the terms \(-W(E_c)\) and \(+W(E_c)\) cancel and the flat-channel current is unchanged. A finite table, however, generally misses this sharp corner by an energy of order \(h\), not \(h^2\), and opens a false gap. Following the bands by their wavefunctions removes the problem.

## A potential that varies along the channel

Let a slow monotonic potential \(U(x)\) fall from 0 at the source to \(-V\) at the drain. The total energy \(\varepsilon=E(k)+U(x)\) is conserved. A carrier stays on rising segment \(s\) throughout if \(m_s<\varepsilon-U(x)<M_s\) at every \(x\). The lower condition is strictest where \(U=0\), the upper one where \(U=-V\):

\[
m_s<\varepsilon<M_s-V .
\]

Now let \(E(k)=E(-k)\). Each such path from source to drain then has a mirror path on a falling segment from drain to source, open in the same energy window and filled according to \(f_D\). Integrating \(f_S-f_D\) over these windows, with the source band as energy reference, gives the current carried by such carriers:

\[
I_{\rm slow}=\frac{g}{2\pi}\sum_s
\left[W(m_s)-W\!\left(\max(M_s-V,m_s)\right)\right].
\]

This is the pseudocode with \(D=V\). The physical reason is the equation of motion \(dk/dt=-dU/dx>0\). In the example, a carrier on the inner segment can be driven through \(\theta=0\), where its velocity changes sign, and it then travels back to the source. Positive velocity at the source end is not sufficient for transmission. The sum omits carriers that turn and later reach the drain by another segment, as well as quantum reflection and tunnelling, so other bands need their own check.

The quantum reference is the Landauer transmission of a chain with first- and second-neighbour hopping \(t_1,t_2\), which has this same band. In a flat chain the transmission should equal the number of rising segments at each energy. At \(-0.27\) and \(-0.20\) eV it is 1.9988 and 0.9998, against counts of 2 and 1.

A half-cosine potential drop then gives these currents in uA, with the source level fixed:

| Bias | Flat sum | Slow-drop sum | Quantum, 15 nm | Quantum, 60 nm |
|---|---:|---:|---:|---:|
| 0.02 V | 1.684 | 1.414 | 1.399 | 1.408 |
| 0.40 V | 4.850 | 2.870 | 2.844 | 2.863 |

At 0.40 V the drop exceeds the 0.045 eV height of the inner segment, whose window is empty. The flat sum is then 69% above the slow-drop sum, while the 15 nm quantum result is 0.9% below it. At both biases the longer ramp lies closer to the slow-drop value. The quantum entries use a finite energy step and a broadening of \(10^{-6}\) eV. Without broadening and on a converged energy grid the 15 nm entries are unchanged, and the 60 nm entries rise to 1.410 and 2.864 uA.

The single window from global minimum to global maximum happens to give the same 2.870 uA at 0.40 V. In a flat channel that count is wrong. With this smooth drop it succeeds because the inner segment is closed and the lowered top of the outer segment is still practically empty.

## Relation to a silicon nanowire

The parameters are round values chosen to make two rising segments clearly visible. Mixing of hole bands can produce off-centre extrema in confined structures, but the position and the 45 meV depth used here are illustrative and do not come from a silicon band calculation. The period is close to silicon's lattice constant, and the mass at the minima is 0.67 electron masses. A real wire has several subbands whose shapes depend on orientation, strain and confinement. Its drain drop takes place within the wire, which for the profile above lowers 4.85 to 2.84 uA. The cause is not the length of the ramp: after a 0.40 V drop the band at the drain end has only one right-moving mode at the occupied energies, so the transmission cannot exceed one for any profile. Shorter drops in this chain give still less, down to 1.91 uA for an abrupt step. The fixed barrier height matters too, as a flat-channel estimate shows.

In a flat channel with the source level and band fixed, raising the bias from 0 to 0.40 V empties the drain-filled states and halves the carrier density from 0.954 to 0.477 per nm. At fixed gate voltage the barrier responds. If \(C\) is the gate capacitance per length, a simple estimate of its shift \(\Delta\) solves

\[
\Delta=\frac{n(\Delta,V)-n(0,0)}{C}.
\]

A coaxial gate with wire radius 2 nm, oxide thickness 1 nm and relative permittivity 3.9 has \(C=5.35\) pF/cm. The solution is \(\Delta=-0.052\) eV, and the flat-channel current rises to 9.54 uA, almost twice the fixed-barrier value. The estimate omits direct drain coupling. It also omits carriers that turn back in a spread-out drop. These keep states at the source end filled, so the density falls by less than half, and both the barrier shift and the rise in current are much smaller. The value 9.54 uA shows the sensitivity of the flat-channel model and is not a device prediction.

The other estimates keep the original barrier and levels:

- Incoherent elastic backscattering in a flat channel, with a chosen mean free path \(\lambda=20\) nm for all carriers, gives the factor \(\lambda/(\lambda+L)=20/35=0.571\) for \(L=15\) nm, reducing 4.85 to about 2.77 uA. A shorter path would reduce it further.
- A second subband of the same shape, 0.10 eV higher, adds 0.235 uA, or 4.9%.
- Operation at 400 K gives 5.18 uA, a rise of 6.9%.
- Tunnelling below the band minimum through a 15 nm rectangular barrier, in a WKB estimate with unit prefactor and parabolic minima, adds 0.015 uA, or 0.3%. For abrupt barrier ends the true prefactor depends on the carrier's kinetic energy in the contacts. Just below the band minimum, where almost all of this current flows, it becomes small when the contacts are deep. The chain with both contacts lowered by 5, 20 and 100 meV gives 0.015, 0.004 and 0.0003 uA, so the unit-prefactor value can be far too high for such a barrier.

These changes interact and should not simply be multiplied or added. The mean field is 0.27 MV/cm, comparable with the rough breakdown field of bulk silicon. The 0.40 eV gained across the channel is nevertheless well below silicon's gap of roughly 1.1 eV, so impact ionization by a typical injected carrier is not expected at this bias.

A calculation at fixed gate voltage therefore needs an electrostatic iteration. The carrier density in it must come from a sum over \(k\), because the endpoint energies alone do not determine it. Once the barrier has converged, the slow-drop sum estimates the ballistic current of a symmetric band, provided the potential is smooth. Let \(U_{\max}\) and \(U_{\min}\) be the highest and lowest potential energies between source and drain. A carrier stays on its segment when \(m_s+U_{\max}<\varepsilon<M_s+U_{\min}\). The band energies are therefore taken at the top of the barrier, and \(D=U_{\max}-U_{\min}\), which can exceed \(V\). An abrupt drop can reflect many carriers and needs a transmission calculation instead. The numerical output below lists the values behind these comparisons.

## Table of computed values

```
t1, t2: -0.20, 0.08 eV; period: 5.4 angstrom
T: 300 K; bias: 0.40 V; L: 15 nm
thermal energy kT: 0.02585 eV
theta at minimum: 0.8957 rad
E minimum, centre, edge: -0.2850, -0.2400, 0.5600 eV
mu source, drain: -0.2550, -0.6550 eV
W minimum, centre, edge: 0.037047, 0.011492, 5.26e-16 eV
current per eV of endpoint sum: 77.4809 uA/eV
60-entry minima: [-0.284557 -0.284557] eV
60-entry maxima: [-0.24  0.56] eV
refined minima: [-0.285062 -0.285062] eV
endpoint sum, exact extrema: 0.062601 eV
current, direct quadrature: 4.85039 uA
current, exact extrema: 4.85039 uA
current, 60 entries: 4.79820 uA
current, 60 entries refined: 4.85774 uA
current, global extrema only: 2.87041 uA
mean table loss, N=60: 0.02401 uA
mean table loss, N=120: 0.00601 uA
predicted mean loss, N=120: 0.00602 uA
refined minimum rms error, N=60: 4.39e-05 eV
refined minimum rms error, N=120: 5.51e-06 eV
rms error at 300 K, endpoints / differences: 0.02844 / 0.03267 uA
rms error at 10 K, endpoints / differences: 0.03603 / 0.26340 uA
noise, prominence: 0.2, 2.0 meV
noise error N=500, raw / pruned: 2.00 / 0.28 %
noise error N=2000, raw / pruned: 37.87 / 1.14 %
probe energies: [-0.3  -0.27 -0.25 -0.2   0.1   0.5   0.58] eV
flat-chain transmission: [0.     1.9988 1.9988 0.9998 0.9999 0.9998 0.    ]
rising-segment crossings: [0 2 2 1 1 1 0]
V=0.02 V, flat / window: 1.6844 / 1.4137 uA
V=0.02 V, quantum 15 / 60 nm: 1.3991 / 1.4084 uA
V=0.40 V, flat / window: 4.8504 / 2.8704 uA
V=0.40 V, quantum 15 / 60 nm: 2.8441 / 2.8629 uA
mass at minimum: 0.670 electron masses
mean field: 0.267 MV/cm
WKB tunnelling addition: 0.01496 uA
chosen mean free path: 20.0 nm
scattering factor: 0.571
chosen second-subband spacing: 0.10 eV
second-subband addition: 0.2353 uA
current at 400 K, same levels: 5.1845 uA
wire radius, oxide: 2.0, 1.0 nm; relative permittivity: 3.9
gate capacitance: 5.351 pF/cm
line density, V=0 / biased: 0.9536 / 0.4768 per nm
self-consistent barrier shift: -0.0516 eV
current with shifted barrier: 9.5377 uA
```
